# The Generalised Einstein Relation for Degenerate Carriers in a Parabolic Band

## What goes wrong with the classical relation

In a semiconductor at rest whose doping varies in space, a built-in field pushes carriers one way and their density gradient drives them the other way. The two fluxes must cancel. If the diffusivity \(D\) is computed from the mobility \(\mu\) by the classical rule \(eD/\mu=k_BT\), the cancellation fails where the carriers are degenerate: for the true equilibrium density profile, the flux equation gives a current in a device that is in equilibrium. If zero current is imposed instead, the equation gives a wrong density profile.

The error can be large. For the model band treated below, with \(k_BT=0.025\) eV and \(10^{-4}\) carriers per cubic angstrom, the correct \(eD/\mu\) is 0.176 eV, about seven times the classical value. This figure is for a single parabolic valley; six valleys of density-of-states mass 0.33 each, as in silicon, give a factor of about 2.2 at the same density and temperature. With the classical \(D\), diffusion would balance only 14% of the drift flux, leaving 86% as a spurious current.

## Setting and conventions

The algebra uses atomic units, \(\hbar=m_e=e=1\). The thermal energy is \(\theta=k_BT\), uniform in space. Since \(e=1\), the ratio \(D/\mu\) is an energy; in other units it is \(eD/\mu\).

Let \(U(x)\) be the potential energy of a carrier at the band edge, including any mean field of the other charges. Let \(\zeta(x)\) be the chemical potential measured from that local edge, so that the total electrochemical potential is \(\zeta+U\). A prime denotes \(d/dx\). The particle flux in linear response is

\[
J=-n\mu U'-Dn'. \tag{1}
\]

The force is \(-U'\), so a positive \(\mu\) means drift along the force. The second term carries particles from high to low density. Here \(D\) multiplies the density gradient at fixed temperature. It is the collective diffusivity, not one defined by following a tagged carrier.

For electrons in an electrostatic potential \(\phi\), \(U=-\phi\) up to a constant; for holes, \(U=+\phi\), with energies counted into the valence band. Equation (1) holds for both. The electric current is \(-J\) for electrons and \(+J\) for holes.

Two further assumptions enter. The potential varies slowly on the scale of the carrier wavelength, so \(n\) is a function of the local \(\zeta\) and \(\theta\). The band material is uniform, so this function is the same at every point.

## The relation from zero current

In equilibrium the electrochemical potential is constant:

\[
\zeta'+U'=0,\qquad \zeta'=-U'.
\]

Because \(\theta\) is uniform, the chain rule gives

\[
n'=\left(\frac{\partial n}{\partial\zeta}\right)_\theta\zeta'
=-\left(\frac{\partial n}{\partial\zeta}\right)_\theta U'. \tag{2}
\]

Insert this in (1) and set \(J=0\):

\[
0=-n\mu U'+D\left(\frac{\partial n}{\partial\zeta}\right)_\theta U'
=-U'\left[n\mu-D\left(\frac{\partial n}{\partial\zeta}\right)_\theta\right].
\]

The slope \(U'\) can be chosen nonzero, while \(D\) and \(\mu\) depend, to leading order in gradients, on the local density, temperature and scatterers, but not on \(U'\). The bracket must therefore vanish:

\[
\boxed{\frac{D}{\mu}=\frac{n}{(\partial n/\partial\zeta)_\theta}} \tag{3}
\]

No band shape has been used. The right side measures how stiff the carrier density is: if a large rise in \(\zeta\) is needed to increase the density by a given small fraction, \(D/\mu\) is large.

Near equilibrium the same coefficients apply. With \(n'=(\partial n/\partial\zeta)_\theta\zeta'\) and \(D(\partial n/\partial\zeta)_\theta=n\mu\), equation (1) becomes

\[
J=-n\mu(\zeta+U)'. \tag{4}
\]

The flux is driven by the gradient of the electrochemical potential. In this form the flux vanishes in equilibrium, whatever the degeneracy.

The classical error quoted at the start follows from the same algebra. Replacing \(D\) by \(\mu\theta\) while keeping the true density profile (2) gives

\[
J_{\rm wrong}=-n\mu U'\left[1-\frac{\theta}{n}
\left(\frac{\partial n}{\partial\zeta}\right)_\theta\right]
=-n\mu U'\left[1-\frac{\theta}{D/\mu}\right],
\]

where \(D/\mu\) in the last bracket is the correct ratio.

## Why the scattering law drops out

The zero-current argument does not show how scattering enters \(D\) and \(\mu\) separately. The Boltzmann equation in the relaxation-time approximation does. Take an isotropic parabolic band, \(E=k^2/2m\), with velocity \(\mathbf v=\mathbf k/m\) and a relaxation time \(\tau(E)\). In the steady state,

\[
v_x\frac{\partial f}{\partial x}-U'\frac{\partial f}{\partial k_x}
=-\frac{f-f_0}{\tau},\qquad
f_0=\frac{1}{1+e^{(E-\zeta(x))/\theta}}.
\]

To first order in the gradients, \(f\) on the left may be replaced by \(f_0\). Since \(f_0\) depends on \(E-\zeta\),

\[
\frac{\partial f_0}{\partial x}=\zeta'\frac{\partial f_0}{\partial\zeta}
=-\zeta'\frac{\partial f_0}{\partial E},\qquad
\frac{\partial f_0}{\partial k_x}=v_x\frac{\partial f_0}{\partial E}.
\]

Hence

\[
f-f_0=\tau v_x(\zeta'+U')\frac{\partial f_0}{\partial E}.
\]

Multiply by \(v_x\) and sum over states per unit volume, written \(\sum\). The part \(f_0\) carries no flux because it is even in \(\mathbf k\). Isotropy replaces \(v_x^2\) by \(v^2/3\), so

\[
J=-K(\zeta'+U'),\qquad
K=\frac13\sum\tau v^2\left(-\frac{\partial f_0}{\partial E}\right).
\]

The term in \(U'\) identifies \(n\mu=K\). The term in \(\zeta'\), compared with \(-D(\partial n/\partial\zeta)_\theta\zeta'\), identifies \(D(\partial n/\partial\zeta)_\theta=K\). Dividing the two gives (3) for any \(\tau(E)\) for which \(K\) is finite and nonzero.

Scattering thus changes \(D\) and \(\mu\) by the same factor. For \(\tau=\tau_0(E/\theta)^r\) at \(n=10^{-5}\) Å\(^{-3}\), changing \(r\) from \(-1/2\) to \(3/2\) raises \(m\mu/(e\tau_0)\) from 0.578 to 7.291 and \(mD/\tau_0\) from 0.02665 to 0.33610 eV. The quotient stays at 0.04610 eV. In this test the drift integral used the slope of \(f_0\) in momentum, and the diffusion integral used its change with \(\zeta\).

## Counting the carriers

To evaluate (3), count the states of the parabolic band, with a factor 2 for spin and no interaction beyond the mean field in \(U\):

\[
n=2\int\frac{d^3k}{(2\pi)^3}f_0
=\frac1{\pi^2}\int_0^\infty k^2f_0\,dk.
\]

Put \(k=\sqrt{2m\theta x}\), so that \(E=\theta x\) and \(k^2dk=\tfrac12(2m\theta)^{3/2}x^{1/2}dx\). With \(\eta=\zeta/\theta\),

\[
n=\frac{(2m\theta)^{3/2}}{2\pi^2}\int_0^\infty
\frac{x^{1/2}\,dx}{1+e^{x-\eta}}.
\]

Define the normalised Fermi integrals

\[
F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty
\frac{x^j\,dx}{1+e^{x-\eta}}.
\]

Since \(\Gamma(3/2)=\sqrt\pi/2\), the prefactor becomes \((2m\theta)^{3/2}/(4\pi^{3/2})\), and

\[
n=N_cF_{1/2}(\eta),\qquad
N_c=2\left(\frac{m\theta}{2\pi}\right)^{3/2}. \tag{5}
\]

For the derivative, write \(g(x-\eta)=1/(1+e^{x-\eta})\) and use \(\partial g/\partial\eta=-\partial g/\partial x\). Integration by parts gives

\[
\frac{dF_{1/2}}{d\eta}
=-\frac1{\Gamma(3/2)}\int_0^\infty x^{1/2}\frac{\partial g}{\partial x}\,dx
=\frac1{2\Gamma(3/2)}\int_0^\infty x^{-1/2}g\,dx.
\]

The boundary term vanishes at \(x=0\) because of \(x^{1/2}\), and at infinity because \(g\) decays exponentially. As \(2\Gamma(3/2)=\Gamma(1/2)\), the result is \(F_{-1/2}(\eta)\). At fixed \(\theta\), \(d\eta=d\zeta/\theta\), so \((\partial n/\partial\zeta)_\theta=N_cF_{-1/2}/\theta\). Equation (3) becomes

\[
\boxed{\frac{D}{\mu}=\theta\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}} \tag{6}
\]

The mass enters only through the link between \(n\) and \(\eta\).

## Pauli blocking

Differentiating the Fermi function gives

\[
\frac{\partial f_0}{\partial\zeta}=\frac{f_0(1-f_0)}{\theta}.
\]

Summing over states and dividing by \(n=\sum f_0\),

\[
\frac1n\left(\frac{\partial n}{\partial\zeta}\right)_\theta
=\frac1\theta\frac{\sum f_0(1-f_0)}{\sum f_0}
=\frac{\langle1-f_0\rangle}{\theta},\qquad
\frac D\mu=\frac{\theta}{\langle1-f_0\rangle}. \tag{7}
\]

The average is taken over the carriers present. Because \(0<f_0<1\) at finite temperature, the average is below one and \(D/\mu>\theta\) at every nonzero density, as long as the carriers do not interact beyond the mean field. Carriers deep in the filled part of the band hardly respond to a change in \(\zeta\). The density is then stiff, and a given density gradient implies a larger gradient of \(\zeta\) than in a classical gas of the same density and temperature.

## Nondegenerate limit

For low density, \(\zeta\) lies well below the band edge and \(z=e^\eta\) is small. A geometric series gives

\[
\frac1{1+e^{x-\eta}}=\frac{ze^{-x}}{1+ze^{-x}}
=ze^{-x}-z^2e^{-2x}+\cdots .
\]

With \(\int_0^\infty x^je^{-\ell x}dx=\Gamma(j+1)/\ell^{j+1}\),

\[
F_{1/2}=z-\frac{z^2}{2^{3/2}}+\cdots,\qquad
F_{-1/2}=z-\frac{z^2}{2^{1/2}}+\cdots .
\]

Their quotient is

\[
\frac{F_{1/2}}{F_{-1/2}}
=1+z\left(\frac1{2^{1/2}}-\frac1{2^{3/2}}\right)+O(z^2)
=1+\frac{z}{2^{3/2}}+O(z^2).
\]

To this order \(z=n/N_c\), so

\[
\frac D\mu=\theta\left[1+\frac1{2^{3/2}}\frac n{N_c}
+O\!\left(\frac{n^2}{N_c^2}\right)\right]
\longrightarrow\theta\qquad(n\ll N_c). \tag{8}
\]

This is the classical Einstein relation, \(eD/\mu=k_BT\), with its first correction. At \(n/N_c=0.255\) the correction predicts a factor 1.090; the full formula also gives 1.090 at this precision.

## Zero-temperature limit

At zero temperature all states up to \(k_F\) are filled, and \(\zeta\) equals the Fermi energy \(E_F=k_F^2/2m\). Then

\[
n=\frac1{\pi^2}\int_0^{k_F}k^2dk=\frac{k_F^3}{3\pi^2}
=C\zeta^{3/2},\qquad C=\frac{(2m)^{3/2}}{3\pi^2}.
\]

Therefore \(\partial n/\partial\zeta=\tfrac32C\zeta^{1/2}=3n/(2\zeta)\), and (3) gives

\[
\boxed{\frac D\mu\longrightarrow\frac23E_F\qquad(\theta\to0,\ n\ \text{fixed})} \tag{9}
\]

The ratio does not vanish with temperature. It equals \(mv_F^2/3\), where \(v_F=k_F/m\) is the speed of carriers at the Fermi energy, and this speed stays finite at \(\theta=0\). The limit presumes that \(\mu\) stays finite and nonzero, as in a metallic band with static impurity scattering.

To see how the limit is approached, integrate the density by parts in energy:

\[
n=\int_0^\infty H(E)\left(-\frac{\partial f_0}{\partial E}\right)dE,
\qquad H(E)=CE^{3/2}.
\]

For \(\theta\ll\zeta\) the weight \(-\partial f_0/\partial E\) is a narrow symmetric peak at \(\zeta\), with unit area up to exponentially small terms. Its variance is \(\theta^2\) times

\[
\int_{-\infty}^{\infty}\frac{y^2e^y}{(1+e^y)^2}dy
=2\sum_{\ell=1}^\infty(-1)^{\ell+1}\ell\int_0^\infty y^2e^{-\ell y}dy
=4\sum_{\ell=1}^\infty\frac{(-1)^{\ell+1}}{\ell^2}=\frac{\pi^2}{3}.
\]

Expanding a smooth function about \(\zeta\) thus gives its value there plus \((\pi^2\theta^2/6)\) times its second derivative. For \(H\), and for \(H'(E)=\tfrac32CE^{1/2}\), which gives \(\partial n/\partial\zeta\) in the same way,

\[
n=C\zeta^{3/2}\left[1+\frac{\pi^2\theta^2}{8\zeta^2}+\cdots\right],
\qquad
\frac{\partial n}{\partial\zeta}=\frac32C\zeta^{1/2}
\left[1-\frac{\pi^2\theta^2}{24\zeta^2}+\cdots\right].
\]

The quotient is

\[
\frac D\mu=\frac23\zeta\left[1+\frac{\pi^2\theta^2}{6\zeta^2}+\cdots\right].
\]

At fixed density \(n=CE_F^{3/2}\). Equating this to the expansion of \(n\) and taking the power \(2/3\) gives \(\zeta=E_F[1-\pi^2\theta^2/(12E_F^2)+\cdots]\). Substitution leaves \(1/6-1/12=1/12\):

\[
\frac D\mu=\frac23E_F\left[1+\frac{\pi^2}{12}
\left(\frac\theta{E_F}\right)^2+\cdots\right]. \tag{10}
\]

## A two-dimensional comparison

The factor \(2/3\) belongs to a parabolic band in three dimensions. For a parabolic sheet with one occupied subband, the density of states is the constant \(m/\pi\), and

\[
n_2=\frac m\pi\int_0^\infty f_0\,dE
=\frac{m\theta}\pi\ln(1+e^\eta),\qquad
\frac{\partial n_2}{\partial\zeta}=\frac m\pi\frac1{1+e^{-\eta}}.
\]

Equation (3) now gives

\[
\frac D\mu=\theta(1+e^{-\eta})\ln(1+e^\eta).
\]

For \(\eta\to-\infty\) this tends to \(\theta\), as before. For \(\theta\to0\) at fixed density it tends to \(E_F\), not \(2E_F/3\). The classical limit is common to both cases; the degenerate limit depends on the density of states.

## Worked example

Take a model band with \(m=0.30\) electron masses and \(\theta=0.025\) eV. Equation (5) gives \(N_c=3.921\times10^{-6}\) Å\(^{-3}\). For \(n=10^{-5}\) Å\(^{-3}\),

\[
F_{1/2}(\eta)=\frac n{N_c}
=\frac{10^{-5}}{3.921\times10^{-6}}=2.550.
\]

Numerical inversion gives \(\eta=1.808\), hence \(\zeta=1.808\times0.025=0.0452\) eV. At this \(\eta\), \(F_{-1/2}=1.383\), and

\[
\frac{eD}\mu=0.025\times\frac{2.550}{1.383}
=0.0461\ \text{eV}=1.694\times10^{-3}\ \text{hartree}.
\]

The blocking form agrees: the mean vacancy is \(\langle1-f_0\rangle=0.5423\), and \(0.025/0.5423=0.0461\) eV. The classical rule is too small by a factor 1.84. The zero-temperature formula, with \(E_F=0.0564\) eV, gives 0.0376 eV and is too small by a factor 1.23. Neither limit is adequate at this density. With their first corrections, (8) and (10) give 0.0475 and 0.0437 eV, off by about 3% and 5%.

Other densities at the same temperature show the crossover:

| \(n\) (Å\(^{-3}\)) | \(n/N_c\) | \(eD/\mu\) (eV) | ratio to \(\theta\) | ratio to \(2E_F/3\) |
|---|---|---|---|---|
| \(10^{-7}\) | 0.0255 | 0.0252 | 1.009 | 14.4 |
| \(10^{-6}\) | 0.255 | 0.0272 | 1.090 | 3.36 |
| \(10^{-5}\) | 2.55 | 0.0461 | 1.844 | 1.226 |
| \(10^{-4}\) | 25.5 | 0.1759 | 7.038 | 1.008 |

At the highest density, \(E_F=0.2619\) eV and \(\theta/E_F=0.0955\). Equation (10) predicts an excess over \(2E_F/3\) of \(0.8225\times0.0955^2=0.0075\), against 0.0079 from the full formula. Cooling to \(\theta=0.0025\) eV at fixed density reduces the excess to \(7.5\times10^{-5}\), in agreement with (10).

## Checking the local density assumption

Equation (2) treats the carriers at each point as a uniform gas. This was tested by solving for the quantum states in \(U=U_0\cos(2\pi x/L)\), with \(U_0=0.010\) eV and free transverse motion, and filling them at one common electrochemical potential. Zero current requires \(D/\mu=-nU'/n'\), and the right side was read from the resulting density at \(x=L/4\), where \(U=0\).

At \(n=10^{-5}\) Å\(^{-3}\) and \(L=1000\) Å, this gives a value 0.10% above that of (6). Doubling \(L\) reduces the difference to 0.026%, a factor of four. The same factor appears at \(10^{-6}\) and \(10^{-4}\) Å\(^{-3}\). It is expected: reflection symmetry allows the leading corrections to the local density to contain \(U''\) and \((U')^2\), both proportional to \(L^{-2}\). At \(x=L/4\), \(U''\) itself vanishes, and almost all of the difference comes from the slope of that term, which adds to \(n'\) a piece in \(U'''=-(2\pi/L)^2U'\). The test concerns the equilibrium density; scattering is covered by the Boltzmann calculation. The numerical output lists the values.

## Where the result stops

If the temperature varies, \(n'\) gains a term \((\partial n/\partial\theta)_\zeta\theta'\), and (1) needs a separate thermal driving term. If the composition varies, \(N_c\) may depend on position, and (2) gains an explicit derivative of the density function. Writing the flux as (4) at uniform temperature avoids that second difficulty, provided \(U\) follows the actual band edge.

A strong field can drive the carriers out of local equilibrium; there is then no Fermi function with the lattice temperature, and (6) loses its basis. A potential that changes within a carrier wavelength invalidates the local density function itself.

A nonparabolic band, band tails from dopant disorder, or carrier interactions beyond the mean field change \(n(\zeta,\theta)\). Equation (3) can still be used if a local equation of state exists and \(\zeta\) is defined consistently with \(U\), but the Fermi-integral ratio (6) must be replaced. These effects are not confined to high doping. For the model band with a dielectric constant of 12, exchange taken to first order and counted in \(\zeta\) lowers the ratio to \(\theta\) from 1.09 to about 0.96 at \(10^{-6}\) Å\(^{-3}\) and from 1.84 to about 1.37 at \(10^{-5}\) Å\(^{-3}\). It thus outweighs the first correction in (8) and can bring \(D/\mu\) below \(\theta\). A nonparabolicity of 0.5 eV\(^{-1}\) lowers the factor at \(10^{-4}\) Å\(^{-3}\) from 7.0 to 5.7. The numbers above therefore describe the stated model band, not a particular doped material.

## Calculated quantities

```
effective mass = 0.30 electron masses
thermal energy theta = 0.0250 eV
band density N_c = 3.9212e-06 A^-3
n (A^-3) | n/N_c | zeta (eV) | E_F (eV) | eD/mobility (eV)
1e-07 | 0.0255 | -0.09150 | 0.00262 | 0.025225
1e-06 | 0.2550 | -0.03191 | 0.01215 | 0.027238
1e-05 | 2.5502 | 0.04520 | 0.05642 | 0.046098
1e-04 | 25.5022 | 0.25988 | 0.26187 | 0.175949
n (A^-3) | mean 1-f | ratio to theta | ratio to 2E_F/3
1e-07 | 0.99107 | 1.00901 | 14.44922
1e-06 | 0.91783 | 1.08953 | 3.36140
1e-05 | 0.54232 | 1.84394 | 1.22564
1e-04 | 0.14209 | 7.03796 | 1.00785
main case n = 1e-5 A^-3:
  eta = 1.80791
  F_half = 2.55022, F_minus_half = 1.38303
  eD/mobility = 0.046098 eV = 1.694088e-03 hartree
cosine potential amplitude = 0.010 eV
n (A^-3) | period (A) | quantum -nU'/n' (eV) | relative error
1e-06 | 1000 | 0.027317 | 2.909e-03
1e-06 | 2000 | 0.027258 | 7.266e-04
1e-05 | 1000 | 0.046146 | 1.038e-03
1e-05 | 2000 | 0.046110 | 2.593e-04
1e-04 | 1000 | 0.175978 | 1.633e-04
1e-04 | 2000 | 0.175956 | 4.083e-05
Boltzmann, n = 1e-5 A^-3, tau = tau0*(E/theta)^r:
r | m*mobility/(e*tau0) | m*D/tau0 (eV) | eD/mobility (eV)
-0.5 | 0.57808 | 0.026649 | 0.046098
0.0 | 1.00000 | 0.046098 | 0.046098
1.5 | 7.29100 | 0.336104 | 0.046098
dilute coefficient: numeric 0.35355, formula 0.35355
cold coefficient: numeric 0.82283, formula 0.82247
n = 1e-4 A^-3, 2E_F/3 = 0.174579 eV
theta (eV) | eD/mobility (eV) | relative excess over 2E_F/3
0.0250 | 0.175949 | 7.850e-03
0.0100 | 0.174789 | 1.207e-03
0.0025 | 0.174592 | 7.499e-05
```
